\section*{Sputtering threshold for a light ion reflected before ejecting a surface atom, part 1}

(Sections cited here and not found follow in the second part.)

\section{Collision laws and the head-on threshold}

An ion of mass $m$ and kinetic energy $E$ enters a solid along the inward surface normal. The atoms of the solid have mass $M$ and are at rest until they are struck. The mass ratio is
\begin{equation}
\mu=\frac{m}{M},\qquad 0<\mu<1,
\end{equation}
so the ion is lighter than a target atom. The unit vector $\hat{\mathbf z}$ points out of the solid, and the ion arrives with velocity $-v\hat{\mathbf z}$, where $E=mv^2/2$. The surface binding energy $U$ is the height of a planar barrier. Such a barrier exerts a force along the normal alone and leaves the velocity parallel to the surface unchanged. A struck atom of velocity $\mathbf V$ therefore escapes if it moves outward and its normal energy is large enough:
\begin{equation}
V_z>0,\qquad \frac12MV_z^2>U .
\end{equation}
The threshold of a given class of collision histories is the lowest ion energy above which some history in the class satisfies this condition.

The collisions are classical, elastic and binary, and each is complete before the next begins. During a collision the struck atom is treated as free. Electronic energy loss, the attraction of the ion to the surface and chemical reactions are left out. The positions of the atoms are also left free, so that any sequence of collision directions allowed by the conservation laws may be used. A threshold found in this way is a kinematic lower limit for free atoms in its class of histories. A particular crystal may not offer the required arrangement of atoms, which raises the threshold. Forces from neighbouring atoms during a collision can shift it in either direction.

Under these assumptions, the lowest energy at which an ion can be reflected by one atom and then eject another is
\begin{equation}
E_1=\frac{U}{g(1-g)},\qquad g=\frac{4\mu}{(1+\mu)^2},\qquad \mu\le\frac12 ,
\label{eq:main}
\end{equation}
where $g$ is the largest fraction of its energy that the ion can give to an atom at rest in one collision. The restriction on $\mu$ comes from oblique paths, which become more favourable for heavier ions. The formula refers to histories of two collisions. It is not a threshold for sputtering by every possible sequence, because several gentle deflections can turn the ion round at a smaller cost than one reversal.

To obtain the collision laws, let the ion have velocity $\mathbf v$ before a collision and $\mathbf v'$ after it. The atom acquires velocity $\mathbf V$. Let $\hat{\mathbf n}$ be the direction of the total momentum given to the atom, and $J>0$ its magnitude. Momentum conservation gives
\begin{equation}
\mathbf v'=\mathbf v-\frac{J}{m}\hat{\mathbf n},\qquad
\mathbf V=\frac{J}{M}\hat{\mathbf n}.
\end{equation}
This does not require hard spheres. For a soft repulsion, $\hat{\mathbf n}$ is the direction of the force integrated over the whole collision. Energy conservation then reads
\begin{align}
\frac12mv^2
&=\frac12m\left|\mathbf v-\frac{J}{m}\hat{\mathbf n}\right|^2
+\frac12M\left(\frac JM\right)^2\\
&=\frac12mv^2-J\,\mathbf v\cdot\hat{\mathbf n}
+\frac{J^2}{2m}+\frac{J^2}{2M}.
\end{align}
The initial energy cancels. Division by the nonzero $J$ gives
\begin{equation}
J=\frac{2\,\mathbf v\cdot\hat{\mathbf n}}{1/m+1/M}
=\frac{2mM}{m+M}\,\mathbf v\cdot\hat{\mathbf n}.
\end{equation}
Since $m/(m+M)=\mu/(1+\mu)$, the atom leaves with
\begin{equation}
\mathbf V=\frac{2\mu}{1+\mu}(\mathbf v\cdot\hat{\mathbf n})\hat{\mathbf n}.
\label{eq:recoilvelocity}
\end{equation}
Let $\varphi$ be the angle between the recoil and the incoming ion, so that $\mathbf v\cdot\hat{\mathbf n}=v\cos\varphi$. The energy $T$ of the recoil is
\begin{align}
T&=\frac12M\frac{4\mu^2}{(1+\mu)^2}v^2\cos^2\varphi\\
&=\frac{M}{m}\frac{4\mu^2}{(1+\mu)^2}E\cos^2\varphi
=gE\cos^2\varphi .
\label{eq:recoilenergy}
\end{align}
The last step uses $M/m=1/\mu$. The transfer is greatest for a head-on collision, $\varphi=0$, which identifies $g$ as the maximum transfer fraction.

Because $J$ is positive, $\mathbf v\cdot\hat{\mathbf n}$ is positive too: a struck atom always has a forward velocity component relative to the particle that struck it. The first atom hit by an ion travelling inward is therefore itself driven inward. It cannot leave the solid directly, however large $E$ may be. At least one further collision is needed to turn the motion towards the surface. For a light ion, an effective way to do this is to reverse the ion itself.

The energy left to the ion after a deflection by an angle $\theta$ follows from the same conservation laws. Momentum conservation gives $M\mathbf V=m(\mathbf v-\mathbf v')$, and hence
\begin{equation}
MV^2=\frac{m^2}{M}|\mathbf v-\mathbf v'|^2
=\mu m\left(v^2+v'^2-2vv'\cos\theta\right).
\end{equation}
Insert this in $mv^2=mv'^2+MV^2$ and write $r=v'/v$. Division by $mv^2$ yields
\begin{equation}
1=r^2+\mu\left(1+r^2-2r\cos\theta\right),
\end{equation}
or, with the terms collected,
\begin{equation}
(1+\mu)r^2-2\mu r\cos\theta-(1-\mu)=0 .
\end{equation}
The two roots are
\begin{equation}
r=\frac{\mu\cos\theta\pm\sqrt{\mu^2\cos^2\theta+1-\mu^2}}{1+\mu}.
\end{equation}
Their product is $-(1-\mu)/(1+\mu)$, which is negative for $\mu<1$. One root is therefore positive and the other negative. A speed ratio must be positive, so the plus sign applies. The expression under the root equals $1-\mu^2\sin^2\theta$, and the kept energy fraction $K=r^2$ is
\begin{equation}
K(\theta)=\left[
\frac{\mu\cos\theta+\sqrt{1-\mu^2\sin^2\theta}}{1+\mu}
\right]^2 .
\label{eq:kept}
\end{equation}

Both collision laws were tested on a trajectory integrated in an exponential repulsion, for an ion of mass 4 u and an atom of mass 28 u. The ion was deflected by $113.1^\circ$. It kept a fraction 0.6696 of its energy and the atom received 0.3304, in agreement with $K(\theta)$ and $g\cos^2\varphi$. The form of the repulsion decides which angle results from a given aim. Once the angle is known, the division of energy depends on the masses alone.

For complete reversal, $\theta=\pi$, the kept fraction is
\begin{equation}
K(\pi)=\left(\frac{1-\mu}{1+\mu}\right)^2
=\frac{(1+\mu)^2-4\mu}{(1+\mu)^2}=1-g .
\end{equation}
This is what energy conservation demands, since reversal is the collision in which the atom takes its largest share $g$. The ion now moves outward with energy $(1-g)E$. If it strikes a surface atom head-on from below, that atom receives the fraction $g$ of this reduced energy and moves along the outward normal:
\begin{equation}
\frac12MV_z^2=g(1-g)E .
\label{eq:twocollision}
\end{equation}
Setting the right-hand side equal to $U$ gives $E_1=U/[g(1-g)]$. The two factors have opposite tendencies. A larger $g$ makes the ejecting collision more effective, but it also makes the preceding reflection more costly.

As an example with model parameters, take $m=4$ u, $M=28$ u and $U=5$ eV. Then $\mu=1/7$ and
\begin{equation}
g=\frac{4/7}{(8/7)^2}=\frac{7}{16}=0.4375,
\qquad 1-g=0.5625 .
\end{equation}
Their product is 0.2461, so that
\begin{equation}
E_1=\frac{5\ \mathrm{eV}}{0.2461}=20.32\ \mathrm{eV}.
\end{equation}
At this energy the reversal leaves 8.89 eV with the deep atom and 11.43 eV with the ion. The second collision transfers $0.4375\times11.43=5.00$ eV, just the energy needed at the barrier. The threshold is about four times the binding energy even though both collisions are as direct as possible.

The dependence on the ion mass can be found by completing the square:
\begin{equation}
g(1-g)=\frac14-\left(g-\frac12\right)^2 .
\end{equation}
The product has its largest value, $1/4$, at $g=1/2$, and there $E_1=4U$. The corresponding mass ratio satisfies
\begin{equation}
\frac{4\mu}{(1+\mu)^2}=\frac12
\quad\Longrightarrow\quad
\mu^2-6\mu+1=0 .
\end{equation}
The roots are $3\pm2\sqrt2$, and the one below unity is $\mu=3-2\sqrt2=0.1716$. For atoms of 28 u this means an ion mass of 4.80 u and a threshold of 20.00 eV. The chosen ion of 4 u is close to this optimum, and its threshold is higher by only 1.6 per cent, because the minimum is flat. In the opposite limit of a very light ion, $g$ approaches $4\mu$ and $1-g$ approaches one, so that $E_1$ approaches $U/(4\mu)$. Reflection then costs little, but the ejecting collision is very inefficient.

The formula treats the surface atom as free while the ion pushes it. In reality the binding force acts at the same time. The size of this effect was examined by integrating the motion of a deep atom, the ion and a surface atom on one line, with the ion starting between the atoms. Without binding, the surface atom received the fraction 0.2461 of the ion energy, as Eq.~\eqref{eq:twocollision} requires. The surface atom was then placed in a well of depth 5 eV,
\begin{equation}
W(x)=U\left(1-e^{-x^2/L^2}\right),
\end{equation}
where $x$ is its displacement and $L$ the width. The ion energy at which the atom acquired total energy $U$ was 20.318 eV for $L=20$ \AA, 20.39 eV for $L=2$ \AA\ and 20.59 eV for $L=1$ \AA. The agreement of the first value with $E_1$ is a test of the formula; the other two show a correction.

The way this correction grows can be understood from the force near the bottom of the well,
\begin{equation}
-\frac{dW}{dx}=-\frac{2Ux}{L^2}e^{-x^2/L^2}
\simeq-\frac{2Ux}{L^2}.
\end{equation}
The atom moves a short distance while the ion is still pushing it. To first order in the binding force, the resulting change of the threshold is proportional to $1/L^2$. The computed excesses over $E_1$ are 0.070 eV at 2 \AA\ and 0.276 eV at 1 \AA, a ratio close to the expected four. These values belong to an exponential repulsion with a decay length $a=0.3$ \AA, and the correction grows roughly as $(a/L)^2$. For the narrowest well it amounts to 1.4 per cent of $E_1$; it would be 0.6 per cent for $a=0.2$ \AA\ and 3.7 per cent for $a=0.5$ \AA. The deep atom was left unbound. Its binding would act in the opposite direction, because a restrained atom recoils less and leaves more energy with the ion. The correction found here is therefore not the net effect of binding in a solid.

In directional etching by alternate modification and ion exposure, the surface layer is first modified so that its atoms are bound less strongly than those beneath. Let the modified layer have $U=3$ eV and the same atomic mass, with the substrate value still 5 eV. The layer threshold is
\begin{equation}
\frac{3\ \mathrm{eV}}{0.2461}=12.19\ \mathrm{eV}.
\end{equation}
Within the two-collision model there is thus a window of 8.13 eV, from 12.19 to 20.32 eV, in which the layer can be ejected while the substrate cannot. Since $g$ is the same for both, the ratio of the two edges is the ratio of the binding energies. The calculation applies to a surface perpendicular to the beam. It says nothing about ions that graze a side wall, and it takes no account of volatile products formed without an ejecting collision. Nor does it apply to ions heavier than the target atoms, such as argon on silicon, because a single atom at rest cannot turn such an ion back.

\section{Oblique paths, competing routes and multiple deflection}

The symbols are those already introduced: $\mu=m/M<1$ is the ratio of ion to atom mass, $g=4\mu/(1+\mu)^2$ the maximum transfer fraction, $U$ the height of the planar barrier, and $\hat{\mathbf z}$ the outward normal. An ion of energy $E$ enters along $-\hat{\mathbf z}$. A recoil at angle $\varphi$ to the particle that struck it receives $gE'\cos^2\varphi$ from an ion of energy $E'$. An ion deflected by $\theta$ keeps the fraction
\begin{equation}
K(\theta)=\left[\frac{\mu\cos\theta+\sqrt{1-\mu^2\sin^2\theta}}{1+\mu}\right]^2,
\qquad K(\pi)=1-g .
\end{equation}
One head-on reflection and one head-on ejection give the threshold $E_1=U/[g(1-g)]$. It remains to show when no other history of two collisions has a lower one, and what happens when more collisions are allowed.

A reflection that falls short of complete reversal leaves more energy with the ion. On the other hand, the ion then moves at an angle to the normal, and part of the recoil energy is of no use against a planar barrier. Let the unit vector $\hat{\mathbf d}$ be the direction of the ion after its first collision, at an angle $\beta$ to $\hat{\mathbf z}$. The deflection is $\theta=\pi-\beta$. If the second atom recoils along the unit vector $\hat{\mathbf r}$, its normal energy is
\begin{equation}
\frac12MV_z^2=gE\,K(\pi-\beta)
(\hat{\mathbf d}\cdot\hat{\mathbf r})^2
(\hat{\mathbf r}\cdot\hat{\mathbf z})^2 .
\end{equation}
The first scalar product describes the energy transfer and the second selects the normal component. Both are positive for an atom that is struck and then moves outward.

For a given $\beta$, the best recoil direction follows from the identity
\begin{equation}
(\hat{\mathbf d}\cdot\hat{\mathbf r})(\hat{\mathbf r}\cdot\hat{\mathbf z})
=\frac14\left\{
[(\hat{\mathbf d}+\hat{\mathbf z})\cdot\hat{\mathbf r}]^2
-[(\hat{\mathbf d}-\hat{\mathbf z})\cdot\hat{\mathbf r}]^2
\right\}.
\end{equation}
The second square cannot raise the product, and the first is at most $|\hat{\mathbf d}+\hat{\mathbf z}|^2$. Hence
\begin{equation}
(\hat{\mathbf d}\cdot\hat{\mathbf r})(\hat{\mathbf r}\cdot\hat{\mathbf z})
\le\frac14|\hat{\mathbf d}+\hat{\mathbf z}|^2
=\frac{1+\cos\beta}{2}=\cos^2\frac\beta2 .
\end{equation}
For $\beta<\pi$ the bound is reached when $\hat{\mathbf r}$ lies along $\hat{\mathbf d}+\hat{\mathbf z}$. The second square then vanishes, because $(\hat{\mathbf d}-\hat{\mathbf z})\cdot(\hat{\mathbf d}+\hat{\mathbf z})=0$ for unit vectors. The best recoil thus bisects the angle between the ion and the normal. The remaining task is to maximize
\begin{equation}
F(\beta)=K(\pi-\beta)\cos^4\frac\beta2,
\qquad 0\le\beta<\pi ,
\end{equation}
after which the threshold is $U/(gF_{\max})$.

Head-on reflection followed by head-on ejection gives the threshold $E_1=U/[g(1-g)]$, and the search for a lower one along oblique paths of this kind has been reduced to maximizing $F(\beta)$. It remains to carry out that maximization, to examine ejection through the first recoil, and to see what happens when more than two collisions are allowed.
